# Two-point basis-set extrapolation of correlation energies for precursor reactions

## The decision this formula informs

Suppose the reaction energy of a deposition precursor has been computed with a correlated method in a triple-zeta and a quadruple-zeta basis, and the two values differ by several kJ/mol. One can pay for a quintuple-zeta calculation on every species, or combine the two existing numbers into an estimate of the basis limit. For the correlation part, the combination is

\[
\Delta E^{\rm corr}_\infty\approx\frac{64\,\Delta E^{\rm corr}_{\rm QZ}-27\,\Delta E^{\rm corr}_{\rm TZ}}{37}. \tag{1}
\]

The Hartree–Fock part is not put through this formula; its largest-basis value is used as it stands. Below, (1) is derived, its assumption is traced to the electron–electron cusp, and its use and limits are examined on the loss of hydrogen from borane.

Energies are in hartree (\(E_{\rm h}\)) unless stated. The cardinal number \(X\) is 2, 3, 4, 5 for the basis sets cc-pVDZ, cc-pVTZ, cc-pVQZ, cc-pV5Z, abbreviated DZ to 5Z. SCF means Hartree–Fock. The correlation energy is the total energy of the chosen method minus the SCF energy in the same basis. A reaction energy is products minus reactants.

## Where the inverse cube comes from

Take two electrons in the 1s orbital of a nucleus of scaled charge 1, and treat \(V=1/r_{12}\) to second order. With \(u(r)=2re^{-r}\), the unperturbed function is \(\psi_0=u(r_1)u(r_2)/(4\pi r_1r_2)\), with energy \(E_0=-1\). The repulsion expands as

\[
\frac1{r_{12}}=\sum_{l}\frac{r_<^{\,l}}{r_>^{\,l+1}}P_l(\cos\theta_{12}).
\]

Write the first-order function as \(\psi_1=\sum_lF_l(r_1,r_2)P_l(\cos\theta_{12})/(4\pi r_1r_2)\). It obeys \((H_0-E_0)\psi_1=-(V-E_1)\psi_0\). The constant \(E_1\) enters only at \(l=0\), so for \(l\ge1\)

\[
\Big[-\tfrac12\partial_1^2-\tfrac12\partial_2^2+\tfrac{l(l+1)}2\Big(\tfrac1{r_1^2}+\tfrac1{r_2^2}\Big)-\tfrac1{r_1}-\tfrac1{r_2}+1\Big]F_l=-\frac{r_<^{\,l}}{r_>^{\,l+1}}u(r_1)u(r_2).
\]

The angular average of \(P_l^2\) is \(1/(2l+1)\), so \(E_2=\langle\psi_0|V|\psi_1\rangle\) receives from each \(l\)

\[
\Delta E_l=\frac1{2l+1}\int\!\!\int dr_1dr_2\,u(r_1)u(r_2)\frac{r_<^{\,l}}{r_>^{\,l+1}}F_l .
\]

For large \(l\), set \(\lambda=l+\tfrac12\), \(r_1=R+s/2\) and \(r_2=R-s/2\). This change of variables has unit Jacobian. The kernel can be written

\[
\frac{r_<^{\,l}}{r_>^{\,l+1}}=\frac1{\sqrt{r_1r_2}}\Big(\frac{r_<}{r_>}\Big)^{\lambda}\approx\frac1Re^{-\kappa|s|},\qquad \kappa=\frac{\lambda}{R},
\]

because \(\ln(r_</r_>)\approx-|s|/R\). It confines \(|s|\) to about \(R/\lambda\). The kinetic operator becomes \(-\partial_s^2-\tfrac14\partial_R^2\), and the centrifugal term becomes \(\lambda^2/R^2=\kappa^2\). The \(R\)-derivative, the nuclear attraction and the constant 1 do not grow with \(\lambda\), while \(\partial_s^2\) and \(\kappa^2\) grow as \(\lambda^2\). To leading order

\[
(-\partial_s^2+\kappa^2)F_l=-\frac{u(R)^2}{R}e^{-\kappa|s|}.
\]

To solve this, let \(g=(1+\kappa|s|)e^{-\kappa|s|}\). Its first derivative, \(-\kappa^2s\,e^{-\kappa|s|}\), is continuous at \(s=0\), so no delta function arises. Its second derivative is \(\kappa^2(\kappa|s|-1)e^{-\kappa|s|}\), which gives \(\kappa^2g-g''=2\kappa^2e^{-\kappa|s|}\). The decaying solution is therefore

\[
F_l=-\frac{u(R)^2}{2\kappa^2R}(1+\kappa|s|)e^{-\kappa|s|}.
\]

The energy needs the integral

\[
\int_{-\infty}^{\infty}(1+\kappa|s|)e^{-2\kappa|s|}ds=2\Big(\frac1{2\kappa}+\frac{\kappa}{4\kappa^2}\Big)=\frac3{2\kappa}.
\]

With \(2l+1=2\lambda\) and \(\kappa^3=\lambda^3/R^3\),

\[
\Delta E_l\to-\frac1{2\lambda}\int_0^\infty\frac{u^4}{2\kappa^2R^2}\,\frac3{2\kappa}\,dR
=-\frac3{8\lambda^4}\int_0^\infty u^4R\,dR .
\]

The last integral is \(16\int_0^\infty R^5e^{-4R}dR=16\cdot120/4^6=15/32\), hence

\[
\Delta E_l\to-\frac{45}{256}\,\frac1{(l+\frac12)^4}. \tag{2}
\]

The factor \(u^4\) shows the origin of the slow convergence: it is the density of finding both electrons at the same radius, where smooth orbital products must build up the cusp at \(r_{12}=0\).

If a basis contains all waves with \(l<X\), the missing terms have \(\lambda=X+\tfrac12,X+\tfrac32,\dots\). These are midpoints of unit intervals starting at \(X\), so the sum is close to \(\int_X^\infty\lambda^{-4}d\lambda=1/(3X^3)\), and

\[
E_2(X)-E_2\approx+\frac{15}{256}\,\frac1{X^3}. \tag{3}
\]

The truncated energy lies above the limit.

Radial diagonalization for \(l=0\) to 8 tests (2). Removing the leading \(\lambda^{-2}\) correction with the waves \(l=7\) and 8 gives a coefficient of 0.1754, against \(45/256=0.1758\). For the total, an independent value comes from minimizing

\[
J[\chi]=2\langle\chi|V-E_1|\psi_0\rangle+\langle\chi|H_0-E_0|\chi\rangle
\]

with trial functions that contain \(r_{12}\) explicitly. Since \(J[\psi_1+\delta]=E_2+\langle\delta|H_0-E_0|\delta\rangle\), the minimum bounds \(E_2\) from above. It is \(-0.157663\,E_{\rm h}\). Relative to this value, the sum over \(l<4\) is too high by 850 μ\(E_{\rm h}\), and extrapolation from \(X=3,4\) leaves 64 μ\(E_{\rm h}\). From \(X=8,9\) the difference is \(-2\) μ\(E_{\rm h}\). This is below what the reference can resolve, since its last enlargement moved it by 4 μ\(E_{\rm h}\).

## From this model to molecular basis sets

In the correlation-consistent sets, hydrogen has functions up to \(l=X-1\), which matches the counting in (3). Boron and the other light p-block atoms have functions up to \(l=X\), which by angular counting alone would suggest \((X+1)^{-3}\). Their radial spaces are also finite and grow with \(X\), and a molecule has several centres. For molecules, then, the law

\[
E_s(X)=E_s+\frac{A_s}{X^3} \tag{4}
\]

is an assumption, motivated by the cusp and in need of numerical support. Here \(s\) labels the species, \(E_s(X)\) is its correlation energy, and \(A_s\) does not depend on \(X\).

## The two-point formula

Write (4) for two cardinal numbers \(X>Y\) and multiply by \(X^3\) and \(Y^3\):

\[
X^3E_s(X)=X^3E_s+A_s,\qquad Y^3E_s(Y)=Y^3E_s+A_s .
\]

Subtraction removes \(A_s\):

\[
E_s=\frac{X^3E_s(X)-Y^3E_s(Y)}{X^3-Y^3}. \tag{5}
\]

Adding and subtracting \(Y^3E_s(X)\) in the numerator gives a form that is convenient in code:

\[
E_s=E_s(X)+\frac{Y^3}{X^3-Y^3}\,[E_s(X)-E_s(Y)]. \tag{6}
\]

The last observed step is continued by a fixed fraction, \(27/37=0.730\) for TZ and QZ.

For a reaction with stoichiometric numbers \(\nu_s\), positive for products, multiply (5) by \(\nu_s\) and sum. The weights are the same for every species, so they come out of the sum:

\[
\Delta E_\infty=\frac{X^3\Delta E(X)-Y^3\Delta E(Y)}{X^3-Y^3},\qquad \Delta E(X)=\sum_s\nu_sE_s(X). \tag{7}
\]

The constants \(A_s\) may all differ. What (7) requires is one pair \((X,Y)\), one correlation method and one choice of frozen orbitals for all species. The reaction energy converges with \(A_r=\sum_s\nu_sA_s\), which is small when the pair correlation of reactants and products is similar. Its sign is not fixed, so a reaction energy may approach its limit from either side.

## What the formula does to errors

If the true energy contains a further term \(B/X^5\), inserting it in (5) leaves the bias

\[
\frac{X^3BX^{-5}-Y^3BY^{-5}}{X^3-Y^3}=B\,\frac{X^{-2}-Y^{-2}}{X^3-Y^3},
\]

which is \(-0.00131\,B\) for TZ and QZ.

The weights \(64/37=1.730\) and \(-27/37=-0.730\) add to 1, so an error common to both inputs passes through unchanged. Errors of size \(\varepsilon\) with opposite signs grow to

\[
\varepsilon\,\frac{X^3+Y^3}{X^3-Y^3}=\frac{91}{37}\,\varepsilon=2.46\,\varepsilon .
\]

For neighbouring large cardinal numbers, \(X^3-Y^3\approx3X^2\), and the factor grows as \(2X/3\). High extrapolations therefore need tighter SCF thresholds and better fitting sets. In the example, density fitting changes the TZ correlation energy of BH by 0.08 kJ/mol; errors of that size and opposite sign in the two inputs would give about 0.2 kJ/mol.

## Worked example: BH₃ → BH + H₂

Borane is the reactive fragment of diborane, a boron precursor. Geometries are RHF/6-31G* minima and are held fixed in all basis comparisons. Correlation is second-order Møller–Plesset theory (MP2) with the boron 1s orbital frozen. The correlation energies in \(E_{\rm h}\) are:

| Species | DZ | TZ | QZ | Limit from TZ, QZ |
|---|---|---|---|---|
| BH₃ | −0.09194 | −0.11331 | −0.12038 | −0.12554 |
| BH | −0.06044 | −0.07346 | −0.07811 | −0.08150 |
| H₂ | −0.02627 | −0.03163 | −0.03307 | −0.03413 |

The reaction energies in kJ/mol follow. They use density-fitted integrals; exact integrals shift the DZ and TZ entries by up to 0.02 kJ/mol.

| Basis | SCF | Correlation | Total |
|---|---|---|---|
| DZ | 359.29 | 13.74 | 373.02 |
| TZ | 360.26 | 21.58 | 381.84 |
| QZ | 360.39 | 24.16 | 384.55 |

Equation (6) gives

\[
\Delta E^{\rm corr}_\infty=24.16+0.730\,(24.16-21.58)=26.04\ \text{kJ/mol}.
\]

Adding the QZ value of the SCF part,

\[
\Delta E=360.39+26.04=386.4\ \text{kJ/mol}=4.01\ \text{eV}.
\]

This estimates the basis limit of frozen-core MP2 at these geometries. It is neither a bound nor a prediction of experiment. The raw QZ total lies 1.9 kJ/mol below this estimate, and the raw DZ total 13.4 kJ/mol below it. At the MP2 level, correlation raises the reaction energy because BH₃ has more MP2 correlation energy than BH and H₂ together. This sign is method-dependent: with CCSD(T) the correlation part is \(-16.3\) kJ/mol in DZ and \(-6.1\) kJ/mol in TZ.

## Is the law obeyed here?

Three cardinal numbers allow a check that costs nothing extra. Under (4), the ratio of successive steps should be

\[
\frac{E(4)-E(3)}{E(3)-E(2)}=\frac{3^{-3}-4^{-3}}{2^{-3}-3^{-3}}=0.243 .
\]

The table gives 0.27 for H₂, 0.33 for BH₃ and 0.36 for BH. The reaction energy gives \(2.58/7.84=0.33\). The three values thus do not lie on one inverse-cube curve, and the step from TZ to QZ is larger than a DZ–TZ fit predicts. The ratio alone does not show which of the three values is at fault. Accordingly, the DZ–TZ pair gives a correlation limit of 24.9 kJ/mol, which is 1.2 kJ/mol below the TZ–QZ result.

A stricter test uses a new calculation. For BH, the law fitted to TZ and QZ predicts the step from QZ to 5Z, and the computed step is 1.08 times the prediction. The limits from TZ–QZ and QZ–5Z are \(-0.08150\) and \(-0.08177\,E_{\rm h}\), a difference of 0.7 kJ/mol. That is the uncertainty seen in one species. For H₂ the computed step is 1.07 times the prediction and for BH₃ 1.00 times, so in the reaction these errors do not cancel. The reaction correlation energy in 5Z is 24.64 kJ/mol, and its step from QZ is only 0.53 times the inverse-cube prediction.

The SCF energy of BH behaves differently. Its step from QZ to 5Z is 0.54 times the inverse-cube prediction, so (5) would overshoot that step. The cusp argument gives no reason for an inverse cube in SCF, which contains no correlated pair function. From TZ to QZ the SCF energies of the single species change by up to 5.1 kJ/mol (BH₃), but these changes nearly cancel and the reaction energy moves by only 0.13 kJ/mol. The QZ value is therefore used as it stands. From QZ to 5Z the reaction's SCF energy moves by a further 0.11 kJ/mol, so it is converged to tenths of a kJ/mol at best.

Replacing \(X^{-3}\) by \((X+1)^{-3}\) changes the factor in (6) to \(64/61\), and the correlation limit becomes 26.9 kJ/mol, a shift of 0.8 kJ/mol. This shift and the BH comparison each amount to just under 1 kJ/mol, and errors of that size can add. A cautious uncertainty for the extrapolated reaction energy is therefore the size of the correction itself, about 2 kJ/mol. The QZ–5Z pair gives a correlation limit of 25.15 kJ/mol. The TZ–QZ estimate lies 0.9 kJ/mol above it and the raw QZ value 1.0 kJ/mol below it. For this reaction the TZ–QZ extrapolation therefore overshoots and gains little over the QZ value, although it predicts the 5Z step of each single species to within 8 %.

## What the basis limit does not repair

The method error is far larger. In the DZ basis, CCSD(T) lowers the reaction energy by 30.1 kJ/mol relative to MP2, sixteen times the extrapolation correction. If this difference is taken to be independent of the basis, the electronic reaction energy becomes \(386.4-30.1\approx356\) kJ/mol. That approximation is good only to a few kJ/mol: in the TZ basis the difference is about \(-27.7\) kJ/mol, a shift of 2.4 kJ/mol, more than the extrapolation correction itself, and the enthalpy and Gibbs energy below carry the same uncertainty. For this reaction, extrapolating MP2 and stopping there addresses only the smaller of two errors.

The remaining terms use harmonic RHF/6-31G* vibrations, classical rotation and ideal gases at 500 K and 1 Torr, rough values for a low-pressure deposition process. The zero-point energy contributes \(-29.9\) kJ/mol and the thermal enthalpy \(+11.3\) kJ/mol, so the reaction enthalpy is about 338 kJ/mol. One molecule becomes two, and \(T\Delta S\) is 89.5 kJ/mol. The Gibbs energy with each gas at 1 Torr is then about 248 kJ/mol. Within this model, free borane does not lose hydrogen thermally to any useful extent at 500 K.

A real growth surface breaks the assumption that BH is a free molecule. A bond between BH and the surface would lower the reaction energy by the strength of that bond, which can reach a few hundred kJ/mol as a rough size. That shift was not computed, and it could change the conclusion about feasibility. Gas-phase borane also dimerizes to diborane, so a reaction energy per diborane molecule needs the dimerization energy as well. Core correlation is left out; including it requires basis sets designed for it.

## Conditions for use

1. Compute SCF and correlation energies separately for every species, at fixed geometries, in two consecutive sets of one basis family.
2. Apply (7) to the correlation part with TZ and QZ or larger. Treat a DZ–TZ result as a rough estimate, and check the step ratio when three sets are available. If the correction to a reaction energy is only a few kJ/mol and that accuracy matters, confirm it with a 5Z calculation on every species.
3. Add the SCF energy from the largest basis, after confirming that its last change is small.
4. Add a higher-level correction such as CCSD(T) minus MP2, computed in the largest basis affordable, and report it separately.

Because (7) rests on linearity, it also holds for counterpoise-corrected adsorption energies on cluster models, provided each energy in the combination follows (4). The derivation concerns the second-order pair energy. It gives no support for using (5) on the correlation energy of a semilocal density functional. Plane-wave bases have no cardinal number, but the second-order pair energy there has terms falling as \(G^{-6}\), so its missing tail scales as \(G_{\max}^{-3}\) and (5) carries over with the cutoff wave vector in place of \(X\). The numerical output that follows lists the computed energies from which the values quoted here are taken or derived, except the 5Z results for BH₃, H₂ and the reaction, the TZ CCSD(T) results and the exact-integral shift of the reaction table, which are quoted in the text only.

## Numbers as computed

```
TWO-ELECTRON MODEL, second-order energies
l=0: energy -0.1253341 Eh, -(l+1/2)^4*energy 0.00783 Eh
l=1: energy -0.0264952 Eh, -(l+1/2)^4*energy 0.13413 Eh
l=2: energy -0.0039061 Eh, -(l+1/2)^4*energy 0.15258 Eh
l=4: energy -0.0004061 Eh, -(l+1/2)^4*energy 0.16652 Eh
l=8: energy -0.0000331 Eh, -(l+1/2)^4*energy 0.17280 Eh
large-l coefficient: computed 0.17541, theory 0.17578 Eh
limit with explicit r12: -0.1576634 Eh (smaller trial set -0.1576591)
waves l<4: sum -0.1568131, extrapolated from 3,4: -0.1575996 Eh
  errors: raw 850.2, extrapolated 63.8 microEh
waves l<9: sum -0.1575874, extrapolated from 8,9: -0.1576655 Eh
  errors: raw 75.9, extrapolated -2.2 microEh
TQ weights: Q 1.72973, T -0.72973; worst error growth 2.459
TQ bias per unit B of a B/X^5 term: -0.001314
BOND LENGTHS, RHF/6-31G* (angstrom)
BH3 1.1880, BH 1.2251, H2 0.7300
SPECIES, frozen-core MP2 correlation energy (Eh)
BH3: DZ -0.091938, TZ -0.113308, QZ -0.120382, TQ limit -0.125543, A 0.33034
BH: DZ -0.060437, TZ -0.073457, QZ -0.078106, TQ limit -0.081499, A 0.21715
H2: DZ -0.026269, TZ -0.031634, QZ -0.033074, TQ limit -0.034125, A 0.06727
SPECIES, SCF energy (Eh)
BH3: TZ -26.400165, QZ -26.402092
BH: TZ -25.129974, QZ -25.131342
H2: TZ -1.132976, QZ -1.133485
REACTION BH3 -> BH + H2 (kJ/mol)
DZ: SCF 359.29, correlation 13.74, total 373.02
TZ: SCF 360.26, correlation 21.58, total 381.84
QZ: SCF 360.39, correlation 24.16, total 384.55
reaction correlation in Eh: TZ 0.008218, QZ 0.009202, TQ limit 0.009919
correlation limit: DT 24.88, TQ 26.04, TQ with (X+1)^-3 26.87 kJ/mol
SCF(QZ) + correlation(TQ): 386.43 kJ/mol = 4.0051 eV
NEGLECTED OR CONTROLLED EFFECTS (kJ/mol)
SCF change TZ to QZ: 0.13
CCSD(T) minus MP2, cc-pVDZ: -30.07
zero-point change: -29.94
at 500 K, 1 Torr: thermal enthalpy 11.27, T*entropy 89.47
density-fitting error, BH TZ: correlation 0.078, SCF -0.012
TEST ON BH WITH cc-pV5Z
5Z correlation -0.079892, SCF -25.131605 Eh
correlation limit: from TQ -0.081499, from Q5 -0.081766 Eh
actual/predicted QZ-to-5Z step: correlation 1.079, SCF 0.540
```
